# Thermionic Charge and Heat Flow from a Hot Metal Contact

## Problem

A metal whose electrons are at $T_m=600$ K touches an n-type semiconductor at $T_s=300$ K. The top of the barrier between them lies $\phi=0.70$ eV above the metal Fermi level. The effective Richardson constant is $A=112$ A/cm²/K² for both directions of flow. The contact is held at zero bias, meaning that the two Fermi levels are equal.

Find (a) the net current density and its direction, (b) the heat flux carried by the electrons, and (c) the bias at which the current would vanish.

Assume that each side has a Fermi distribution at its own temperature and that electrons cross the barrier region without collisions. The value of $\phi$ is the height of the actual barrier top, with any lowering by the image force already included. Below, $e>0$ is the elementary charge, $\phi$ is an energy, and $J>0$ means that electrons go from metal to semiconductor. The conventional current then has the opposite direction.

## First estimate by scaling

Only electrons with energy above the barrier top can cross. In a band of mass $m$, the states within about $k_BT$ of the band edge have a density of order $(mk_BT)^{3/2}/\hbar^3$. At the barrier top they are filled with probability of order $\exp(-\phi/k_BT)$, and the electrons move at a speed of order $(k_BT/m)^{1/2}$. Charge times density times speed gives

$$J\sim e\,\frac{(mk_BT)^{3/2}}{\hbar^3}\left(\frac{k_BT}{m}\right)^{1/2}e^{-\phi/k_BT}
=\frac{em(k_BT)^2}{\hbar^3}\,e^{-\phi/k_BT}.$$

The current therefore scales as $T^2\exp(-\phi/k_BT)$, and the given $A$ supplies the prefactor. With $k_BT_m\approx0.05$ eV the exponent is $0.70/0.05=14$, and $AT_m^2\approx4\times10^7$ A/cm². Hence

$$J\approx 4\times10^7\times e^{-14}\approx 33\ \text{A/cm}^2 .$$

For the cold side the exponent doubles to 28, so its return flow is negligible. If each electron carries an energy of about $\phi$, the heat flux is about $33\times0.70\approx23$ W/cm².

For the bias, keep only the exponentials. A forward bias $V$ raises the semiconductor Fermi level by $eV$, so its electrons see a barrier $\phi-eV$. The flows balance when $\phi/T_m\approx(\phi-eV)/T_s$. This gives $eV\approx\phi(1-T_s/T_m)=0.35$ eV.

## Exact solution within the model

### The current from the metal

Count the semiconductor states at the barrier top that move away from the metal, $k_x>0$. Without collisions, these states keep the occupation they had in the metal. With two spin states and perfect transmission,

$$J_m=\frac{2e}{(2\pi)^3}\int_{k_x>0}v_x f\,d^3k,\qquad v_x=\frac{\hbar k_x}{m},$$

$$f=\frac{1}{e^{y}+1},\qquad y=\frac{1}{k_BT_m}\left(\phi+\frac{\hbar^2k^2}{2m}\right).$$

Since $\phi\gg k_BT_m$, we have $e^y\gg1$ and $f\approx e^{-y}$. The integral then splits into three factors. For motion across the barrier, put $E_x=\hbar^2k_x^2/2m$, so that $v_x\,dk_x=dE_x/\hbar$:

$$\int_0^\infty v_x e^{-E_x/k_BT_m}\,dk_x=\frac1\hbar\int_0^\infty e^{-E_x/k_BT_m}\,dE_x=\frac{k_BT_m}{\hbar}.$$

Each direction parallel to the interface gives a Gaussian integral,

$$\int_{-\infty}^{\infty}e^{-\hbar^2k_y^2/2mk_BT_m}\,dk_y=\frac{\sqrt{2\pi mk_BT_m}}{\hbar}.$$

Multiplying the factors, and using $\hbar=h/2\pi$ in the last step,

$$J_m=\frac{2e}{8\pi^3}\,\frac{k_BT_m}{\hbar}\,\frac{2\pi mk_BT_m}{\hbar^2}e^{-\phi/k_BT_m}
=\frac{em(k_BT_m)^2}{2\pi^2\hbar^3}e^{-\phi/k_BT_m}
=\frac{4\pi emk_B^2}{h^3}\,T_m^2e^{-\phi/k_BT_m}.$$

The coefficient of $T_m^2e^{-\phi/k_BT_m}$ is the ideal Richardson constant. In a real contact an average transmission is absorbed into it, and the result is the given $A$.

The error of the approximation $f\approx e^{-y}$ follows from the next term, $f=e^{-y}-e^{-2y}+\dots$. In that term the Gaussians have half the temperature, so the factor $T^2$ becomes $T^2/4$, and the barrier exponential is squared. The relative reduction is $e^{-\phi/k_BT_m}/4=3.3\times10^{-7}$, which is negligible here.

### The return current and the net result

The same count applies to electrons going from the semiconductor to the metal. Under forward bias,

$$J_s=AT_s^2e^{-(\phi-eV)/k_BT_s}.$$

Setting $V=0$ and subtracting gives

$$J=A\left[T_m^2e^{-\phi/k_BT_m}-T_s^2e^{-\phi/k_BT_s}\right].$$

The thermal energies are $k_BT_m=0.051704$ eV and $k_BT_s=0.025852$ eV, so the exponents are $13.5386$ and $27.0772$. Therefore

$$J_m=4.032\times10^7\times1.319\times10^{-6}=53.2\ \text{A/cm}^2,$$

$$J_s=1.008\times10^7\times1.740\times10^{-12}=1.75\times10^{-5}\ \text{A/cm}^2.$$

The answer to (a) is

$$J=53.2\ \text{A/cm}^2=5.32\times10^5\ \text{A/m}^2 .$$

Electrons flow from metal to semiconductor; the conventional current flows from semiconductor to metal. A direct numerical sum over $\mathbf k$ with the full Fermi function also gives 53.2 A/cm².

Equal Fermi levels stop the current only when the temperatures are equal as well. For a small difference $T_m=T+\Delta T$, $T_s=T$, expand $J_m$ using

$$\frac{d\ln J_m}{dT_m}=\frac{2}{T_m}+\frac{\phi}{k_BT_m^2}=\frac1{T_m}\left(2+\frac{\phi}{k_BT_m}\right).$$

To first order,

$$J\approx AT^2e^{-\phi/k_BT}\left(2+\frac{\phi}{k_BT}\right)\frac{\Delta T}{T},$$

which vanishes at $\Delta T=0$, as it must.

### The heat flux

The flux through the barrier is weighted by $v_x$. Its distribution in $E_x$ is therefore proportional to $e^{-E_x/k_BT}$, with mean $k_BT$. The two parallel directions each contribute the usual $k_BT/2$. A crossing electron thus carries, on average, $\phi+2k_BT$ above the common Fermi level. The net electronic heat flux is

$$q=\frac1e\left[J_m(\phi+2k_BT_m)-J_s(\phi+2k_BT_s)\right].$$

The mean energy of a hot electron is $0.70+2\times0.0517=0.803$ eV. An energy in eV divided by $e$ is the same number in volts, so the answer to (b) is

$$q=53.18\times0.8034=42.7\ \text{W/cm}^2,$$

since the return term is negligible. This is heat carried by electrons over the barrier; conduction by the lattice is separate. The mean energy $\phi+2k_BT$, like the use of one $A$ for both directions, assumes a transmission that does not depend on energy. Quantum reflection at a real interface is stronger for slow electrons. In a one-dimensional model with the metal band bottom 2 to 10 eV below the barrier top, it raises the mean energy to about 0.81–0.82 eV and makes the effective $A$ larger at 600 K than at 300 K, which raises the zero-current bias found below by a few mV.

### The zero-current bias

Take $\phi$ to be independent of bias. This ignores a change in the image-force lowering, which would raise $V_0$ by about 0.004 V at the doping considered in the last section. Equate $J_m$ and $J_s$, cancel $A$, and take logarithms:

$$2\ln T_m-\frac{\phi}{k_BT_m}=2\ln T_s-\frac{\phi}{k_BT_s}+\frac{eV_0}{k_BT_s}.$$

Multiplying by $k_BT_s$ and solving for $eV_0$,

$$eV_0=\phi\left(1-\frac{T_s}{T_m}\right)+2k_BT_s\ln\frac{T_m}{T_s}.$$

The two terms are 0.350 eV and $2\times0.025852\times\ln2=0.036$ eV. The answer to (c) is $V_0=0.386$ V. Its sign is forward: electrons arriving from the hot metal charge an isolated semiconductor negatively and raise its Fermi level until the return flow matches.

For a small temperature difference, $\ln(1+\Delta T/T)\approx\Delta T/T$, and the formula becomes $eV_0\approx(\phi+2k_BT)\Delta T/T$. The energy carried per electron thus also sets the voltage per degree.

## Comparison of the two

The estimate of 33 A/cm² is too small by a factor of 1.6. Nearly all of this comes from rounding $k_BT_m$ to 0.05 eV, which changed the exponent from 13.54 to 14; indeed $e^{0.46}\approx1.6$. The scaling law itself adds no error: it has the same dependence on $T$ and $\phi$ as the exact result, and the given $A$ supplies the prefactor.

The heat estimate has the same error and also omits $2k_BT_m$ per electron, a factor $0.803/0.70=1.15$. Together they account for the change from 23 to 42.7 W/cm². The bias estimate lacks only the 0.036 eV that comes from the $T^2$ factors.

The exponential also governs the effect of uncertain inputs. At 600 K the current changes by 2.6 % per kelvin of metal temperature, and lowering the barrier by 0.01 eV multiplies it by 1.21. With a barrier known to 0.01 eV, the result is "about 50 A/cm²", whatever digits the arithmetic provides.

## What the model leaves out

The barrier and Richardson constant are roughly those of a silicide contact on n-type silicon. The temperatures are far from typical. With a rough interface conductance of $2\times10^8$ W/m²/K, a 300 K step between the two lattices passes $6\times10^6$ W/cm², vastly more than the thermionic heat. If instead only the electrons of a 20 nm metal film are hot, a rough electron–lattice coupling of $10^{17}$ W/m³/K demands $6\times10^7$ W/cm² to keep them so. An ordinary device therefore breaks the assumption of two temperatures, and if both sides reach the same temperature, the zero-bias current falls from 53 A/cm² to zero.

The remaining estimates keep the two temperatures fixed and take a rough doping $N=10^{16}$ cm⁻³ and relative permittivity 11.7.

**Image force.** The bulk band edge lies 0.205 eV above the Fermi level, so the band bending is $e\psi\approx0.495$ eV, if the small difference between the lowered and unlowered barrier is ignored in finding the field. Integrating Poisson's equation once, with charge density $eN(1-e^{-e\psi'/k_BT_s})$ at local bending $\psi'$, gives the interface field

$$F=\sqrt{\frac{2eN}{\varepsilon}\left(\psi-\frac{k_BT_s}{e}\right)}=0.038\ \text{MV/cm}.$$

An electron at distance $x$ from the metal has image energy $-e^2/16\pi\varepsilon x$. Adding $-eFx$ and setting the derivative to zero puts the maximum at $x_0=\sqrt{e/16\pi\varepsilon F}=2.8$ nm. There the two terms are equal, so the lowering is $2eFx_0=0.022$ eV. Had 0.70 eV been the unlowered barrier, the current would be 1.52 times larger, about 81 A/cm².

**Tunnelling.** Near its rounded top the barrier is approximately a parabola with $\omega^2=2eF/mx_0$. Averaging the transmission of a parabola over thermal energies multiplies the current by $a/\sin a$, where $a=\hbar\omega/2k_BT_m$. For the light mass $0.19\,m_e$, $\hbar\omega=0.033$ eV and the factor is about 1.02. This is only a rough indication: the quantum length $\sqrt{\hbar/m\omega}\approx3.5$ nm is no shorter than $x_0$, so the electron also samples regions where the parabola fails. The parabola also leaves out reflection where the potential falls steeply towards the metal. That reflection can lower the transmission by tens of per cent, by an amount that depends on the interface. The factor 1.02 therefore does not show that the total quantum correction is small. Part of the reflection may already be contained in the effective $A$.

**Collisions.** Let electrons of density $n$ at the barrier top return at speed $v_R$ or drift away at speed $v_D$. Balance requires $J_m=en(v_R+v_D)$, while the net flow is $env_D$, so the current is multiplied by $1/(1+v_R/v_D)$. Dividing the one-way flux by the charge density of a filled band-edge population gives $v_R=AT_m^2/eN_c$. With the given $A$ and a silicon density of states $N_c\approx7.9\times10^{19}$ cm⁻³ at 600 K, $v_R=3.2\times10^6$ cm/s. For a rough $v_D=10^7$ cm/s the factor is then 0.76, or about 40 A/cm². This is only a rough guide: evaluating $v_R$ at 300 K, for electrons that cool before returning, gives 0.82, while using the ideal Richardson constant found below at 600 K gives 0.58. Part of this reduction may already be contained in the effective $A$.

**Anisotropic mass.** For an ellipsoidal valley, the two Gaussian integrals replace $m$ by $\sqrt{m_ym_z}$. For flow along a cube axis, six valleys with masses $0.98\,m_e$ and $0.19\,m_e$ give

$$2(0.19)+4\sqrt{0.98\times0.19}=2.11$$

electron masses and an ideal constant of 253 A/cm²/K². That is 2.26 times the given $A$, which must therefore be read as an effective constant rather than a measure of the band mass.

**Holes.** The model counts only conduction-band electrons, but on silicon the hot metal also emits holes, whose current opposes the electron current. With a gap of 1.12 eV the bulk valence band lies $1.12-0.205=0.915$ eV below the Fermi level. For a rough hole constant of 32 A/cm²/K², collisionless emission at 600 K over this barrier gives only 0.24 A/cm² at zero bias. At $V_0$ the barrier falls to 0.53 eV and the same count gives about 400 A/cm², far more than the 53 A/cm² being balanced. Holes that cool to 300 K and must diffuse away as minority carriers carry much less, roughly a few A/cm² across 1 µm into a hole sink and well below 1 A/cm² in a thick wafer. The answer to (c) is therefore the zero of the electron current; on silicon it is the zero of the total current only when the hole flow is suppressed in this way.

**Series resistance.** At 53 A/cm², a 1 µm layer of resistivity 0.52 Ω cm drops only 2.8 mV. A 300 µm wafer would drop 0.83 V, more than $V_0$. Shorting such a wafer externally would not hold the contact itself at zero bias: the contact would bias itself forward, and the current would stay below $V_0$ divided by the wafer resistance, about 25 A/cm². The stated result needs a thin series layer or an external source that compensates the drop.

The numerical output below lists the main values used.

## Calculated quantities

```
Richardson constant: 112 A/cm^2/K^2
barrier: 0.70 eV
metal, semiconductor temperature: 600, 300 K
k*T metal, semiconductor: 0.051704, 0.025852 eV
phi/kT metal, semiconductor: 13.5386, 27.0772
A*Tm^2: 4.0320e+07 A/cm^2
A*Ts^2: 1.0080e+07 A/cm^2
exp(-phi/kTm): 1.3190e-06
exp(-phi/kTs): 1.7399e-12
metal-to-semiconductor current: 53.184 A/cm^2
return current: 1.754e-05 A/cm^2
NET CURRENT: 53.184 A/cm^2 = 5.3184e+05 A/m^2
net current from k-space sum: 53.184 A/cm^2
relative Fermi correction: 3.30e-07
energy per hot, cold electron: 0.8034, 0.7517 eV
net electronic heat flux: 42.73 W/cm^2
zero-current forward bias: 0.3858 V
same bias by root finding: 0.3858 V
current change per kelvin of metal: 2.59 %/K
factor for barrier lower by 0.01 eV: 1.213
rough doping: 1.0e+16 cm^-3
rough density of states at 300 K: 2.8e+19 cm^-3
rough relative permittivity: 11.7
rough masses ml, mt: 0.98, 0.19 m_e
rough mobility: 1200 cm^2/V/s
rough drift velocity: 1.0e+07 cm/s
band edge above Fermi level in bulk: 0.205 eV
band bending: 0.495 eV
interface field: 0.0381 MV/cm
depletion width: 246 nm
image-force lowering: 0.0217 eV
distance of barrier top: 2.84 nm
current factor if lowering not included: 1.52
hbar*omega of barrier top: 0.0328 eV
tunnelling-reflection factor: 1.0170
emission velocity v_R: 3.18e+06 cm/s
collisional-return factor: 0.76
six-valley mass sum: 2.106 m_e
mass equivalent to given A: 0.932 m_e
ideal six-valley A: 253 A/cm^2/K^2
ideal A / given A: 2.26
injected electron density: 3.32e+13 cm^-3
resistivity: 0.52 ohm cm
drop in 1 um layer: 2.77 mV
drop in 300 um wafer: 0.83 V
rough boundary conductance: 2.0e+08 W/m^2/K
lattice heat flux for the step: 6.0e+06 W/cm^2
rough electron-lattice coupling: 1.0e+17 W/m^3/K
metal film thickness: 20 nm
power to keep electrons hot: 6.0e+07 W/cm^2
```
